# Photon Counting and the Helstrom Bound for On-Off Keying: verification in Python

```python
"""
On-off keying with equally likely bits: vacuum for 0, coherent pulse for 1.
Results under test, with N1 = mean photon number of the "on" pulse:
  ideal counting error   Pc = exp(-N1)/2
  Helstrom minimum       PH = (1 - sqrt(1 - exp(-N1)))/2
  exact relation         Pc = 2 PH (1 - PH)
so error 1e-9 needs about ten photons per bit on average, and counting has
nearly twice the minimum ERROR at equal energy (not twice the photons).
Other symbols: r = off/on energy ratio (leakage), eta = efficiency,
dark = mean dark counts per gate, k = least count that is read as "1".
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import betainc, gammainc, gammaincc

DIM = 120
TARGET = 1e-9
lower = np.diag(np.sqrt(np.arange(1, DIM)), 1)


def displacement(alpha):
    return expm(alpha * (lower.T - lower))


def coherent(mean_photons):
    state = displacement(math.sqrt(mean_photons))[:, 0]
    return state / np.linalg.norm(state)


def least_error(rho0, rho1):
    """Minimum error over all measurements, by diagonalization."""
    values = np.linalg.eigvalsh(rho1 - rho0)
    return 0.5 * (1 - values[values > 0].sum())


def least_error_pure(state0, state1):
    return least_error(np.outer(state0, state0), np.outer(state1, state1))


def counting_error_fock(state0, state1):
    """Minimum error over all rules that use only the photon count."""
    return 0.5 * np.minimum(state0**2, state1**2).sum()


def helstrom(overlap_squared):
    """Helstrom formula, written so that no digits cancel."""
    s = overlap_squared
    return 0.5 * s / (1 + math.sqrt(1 - s))


def close(a, b, rel=1e-4):
    # double precision leaves about 1e-15 absolute in errors near 1e-9
    return abs(a - b) <= rel * abs(b)


vacuum = np.zeros(DIM)
vacuum[0] = 1.0

# Formulas against number-basis states and diagonalization
ratio_table = []
for n_on in (0.1, 1.0, 3.0, 10.0, 20.0):
    pulse = coherent(n_on)
    counted = counting_error_fock(vacuum, pulse)
    optimum = least_error_pure(vacuum, pulse)
    assert close(counted, 0.5 * math.exp(-n_on))
    assert close(optimum, helstrom(math.exp(-n_on)))
    assert close(counted, 2 * optimum * (1 - optimum))
    ratio_table.append((n_on, counted, optimum, counted / optimum))

# Photon distribution of the pulse is Poissonian
pulse = coherent(3.0)
for n in range(12):
    assert close(pulse[n]**2, math.exp(-3.0) * 3.0**n / math.factorial(n), 1e-8)

# A scan over projectors in the plane of the two states attains the minimum
orthogonal = pulse - pulse[0] * vacuum
orthogonal /= np.linalg.norm(orthogonal)


def projector_error(angle):
    v = math.cos(angle) * vacuum + math.sin(angle) * orthogonal
    return 0.5 * ((v @ vacuum)**2 + 1 - (v @ pulse)**2)


angles = np.linspace(0, math.pi, 20001)
scan_minimum = min(projector_error(t) for t in angles)
assert close(scan_minimum, helstrom(math.exp(-3.0)), 1e-5)

# Photon numbers needed for the target error
on_count = math.log(1 / (2 * TARGET))
on_optimum = -math.log(4 * TARGET * (1 - TARGET))
assert close(counting_error_fock(vacuum, coherent(on_count)), TARGET)
assert close(least_error_pure(vacuum, coherent(on_optimum)), TARGET)
saving = (on_count - on_optimum) / 2
assert close(saving, 0.5 * math.log(2 * (1 - TARGET)), 1e-8)

# With random phase, counting is the best of all measurements
pulse = coherent(on_count)
phases = 2 * np.pi * np.arange(128) / 128
family = pulse[:, None] * np.exp(1j * np.outer(np.arange(DIM), phases))
random_phase = family @ family.conj().T / len(phases)
error_random_phase = least_error(np.outer(vacuum, vacuum), random_phase)
assert close(error_random_phase, TARGET)

# Receiver with imperfections: threshold k on a counter or on a wire array
thresholds = np.arange(1, 13)[:, None]


def threshold_errors(n_on, r, eta, dark, wires=None):
    n_on = np.atleast_1d(n_on)
    mean1 = eta * n_on + dark
    mean0 = eta * r * n_on + dark
    k = thresholds
    if wires is None:
        return 0.5 * (gammaincc(k, mean1) + gammainc(k, mean0))
    miss = betainc(wires - k + 1, k, np.exp(-mean1 / wires))
    false_alarm = betainc(k, wires - k + 1, -np.expm1(-mean0 / wires))
    return 0.5 * (miss + false_alarm)


def required(r, eta, dark, wires=None):
    """Smallest on-pulse photon number reaching the target, and its k."""
    def excess(n_on):
        best = threshold_errors(n_on, r, eta, dark, wires).min(axis=0)
        return np.log(best / TARGET)
    grid = np.arange(10.0, 90.0, 0.01)
    reached = np.nonzero(excess(grid) <= 0)[0]
    assert len(reached) > 0 and reached[0] > 0
    i = reached[0]
    n_on = brentq(lambda x: excess(x)[0], grid[i - 1], grid[i])
    k = 1 + int(threshold_errors(n_on, r, eta, dark, wires)[:, 0].argmin())
    return n_on, k


# Rough typical values for a nanowire receiver at telecom wavelength
wavelength_nm = 1550.0
bit_rate = 1e7
gate = 1e-9
eta = 0.9
dark_rate_wire = 100.0
wires = 16
extinction_db = 30.0
recovery_constant = 10e-9
filter_width = 100e9
room_temperature = 300.0

r = 10**(-extinction_db / 10)
dark_wire = dark_rate_wire * gate
dark_array = wires * dark_wire
photon_joule = const.h * const.c / (wavelength_nm * 1e-9)
photon_ev = photon_joule / const.e

ideal_on, ideal_k = required(0.0, 1.0, 0.0)
assert close(ideal_on, on_count, 1e-8) and ideal_k == 1
eff_on, eff_k = required(0.0, eta, 0.0)
dark_on, dark_k = required(0.0, 1.0, dark_array)
leak_on, leak_k = required(r, 1.0, 0.0)
all_on, all_k = required(r, eta, dark_array, wires)
leak_av = (1 + r) * leak_on / 2
all_av = (1 + r) * all_on / 2
assert leak_av > max(eff_on / 2, dark_on / 2)

# The threshold rule is the best counting rule also with leakage
leak_fock = counting_error_fock(coherent(r * leak_on), coherent(leak_on))
assert close(leak_fock, TARGET)

# Array error by explicit binomial sums
fire1 = 1 - math.exp(-(eta * all_on + dark_array) / wires)
fire0 = 1 - math.exp(-(eta * r * all_on + dark_array) / wires)


def binomial(n, p):
    return math.comb(wires, n) * p**n * (1 - p)**(wires - n)


explicit = 0.5 * (sum(binomial(n, fire1) for n in range(all_k))
                  + sum(binomial(n, fire0) for n in range(all_k, wires + 1)))
assert close(explicit, TARGET, 1e-6)

# Helstrom limit with leakage in phase with the pulse
leak_opt_on = on_optimum / (1 - math.sqrt(r))**2
leak_opt_av = (1 + r) * leak_opt_on / 2
assert close(least_error_pure(coherent(r * leak_opt_on),
                              coherent(leak_opt_on)), TARGET)
leak_overlap = math.exp(-leak_on * (1 - math.sqrt(r))**2)
leak_opt_error = helstrom(leak_overlap)

# Displacing the leaked field to vacuum, then counting
null_on = on_count / (1 - math.sqrt(r))**2
null_av = (1 + r) * null_on / 2
shift = displacement(-math.sqrt(r * null_on))
nulled_error = counting_error_fock(shift @ coherent(r * null_on),
                                   shift @ coherent(null_on))
assert close(nulled_error, TARGET)

# A single wire tells only click from no click (k = 1)
dark_floor = threshold_errors(200.0, 0.0, eta, dark_wire)[0, 0]
single = minimize_scalar(
    lambda x: threshold_errors(x, r, eta, dark_wire)[0, 0],
    bounds=(0.1, 60.0), method="bounded")
assert dark_floor > TARGET and single.fun > dark_floor

# Background light and incomplete recovery
occupation = 1 / math.expm1(photon_joule / (const.k * room_temperature))
background = 2 * filter_width * gate * occupation
assert background < dark_array
recovery_deficit = math.exp(-1 / (bit_rate * recovery_constant))


def power_pw(average_photons):
    return average_photons * photon_joule * bit_rate * 1e12


def dbm(picowatt):
    return 10 * math.log10(picowatt * 1e-9)


print("IDEAL RECEIVER")
print(f"target error probability: {TARGET:.1e}")
print(f"counting, photons in on pulse: {on_count:.4f}")
print(f"counting, average photons per bit: {on_count / 2:.4f}")
print(f"Helstrom, photons in on pulse: {on_optimum:.4f}")
print(f"Helstrom, average photons per bit: {on_optimum / 2:.4f}")
print(f"average photons saved per bit: {saving:.4f}")
print(f"saving relative to counting: {200 * saving / on_count:.2f} %")
print(f"Helstrom error at counting energy: {helstrom(2 * TARGET):.4e}")
print(f"best error with random phase: {error_random_phase:.4e}")
print("N1 | counting error | Helstrom error | ratio")
for n_on, counted, optimum, ratio in ratio_table:
    print(f"{n_on:.1f} | {counted:.4e} | {optimum:.4e} | {ratio:.5f}")
print("EXAMPLE INPUTS (rough typical values)")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"bit rate: {bit_rate / 1e6:.0f} Mb/s")
print(f"gate: {gate * 1e9:.0f} ns")
print(f"efficiency: {eta:.2f}")
print(f"dark rate per wire: {dark_rate_wire:.0f} 1/s")
print(f"wires in array: {wires}")
print(f"extinction ratio: {extinction_db:.0f} dB")
print(f"recovery time constant: {recovery_constant * 1e9:.0f} ns")
print(f"filter width: {filter_width / 1e9:.0f} GHz")
print(f"background temperature: {room_temperature:.0f} K")
print("EXAMPLE RESULTS")
print(f"photon energy: {photon_ev:.4f} eV")
print(f"ideal on-pulse energy: {on_count * photon_ev:.3f} eV")
p_ideal, p_all = power_pw(on_count / 2), power_pw(all_av)
print(f"ideal average power: {p_ideal:.2f} pW = {dbm(p_ideal):.2f} dBm")
print("average photons per bit (threshold k) with")
print(f"  efficiency only: {eff_on / 2:.3f} (k={eff_k})")
print(f"  array dark counts only: {dark_on / 2:.3f} (k={dark_k})")
print(f"  leakage only: {leak_av:.3f} (k={leak_k})")
print(f"  all, finite array: {all_av:.3f} (k={all_k})")
print(f"average power, all: {p_all:.2f} pW = {dbm(p_all):.2f} dBm")
print(f"leakage, Helstrom average photons: {leak_opt_av:.3f}")
print(f"leakage, nulled then counted, average: {null_av:.3f}")
print(f"leakage, on pulse for direct counting: {leak_on:.3f} photons")
print(f"Helstrom error at that on pulse: {leak_opt_error:.2e}")
print(f"dark counts per gate, one wire: {dark_wire:.1e}")
print(f"dark counts per gate, array: {dark_array:.1e}")
print(f"single wire, error floor from dark counts: {dark_floor:.2e}")
print(f"single wire, least error with leakage: {single.fun:.2e}")
print(f"  reached at on pulse of {single.x:.2f} photons")
print(f"background photons per gate: {background:.1e}")
print(f"efficiency deficit at next bit: {recovery_deficit:.1e}")
print("no test failed")
```

Running it gives:

```
IDEAL RECEIVER
target error probability: 1.0e-09
counting, photons in on pulse: 20.0301
counting, average photons per bit: 10.0151
Helstrom, photons in on pulse: 19.3370
Helstrom, average photons per bit: 9.6685
average photons saved per bit: 0.3466
saving relative to counting: 3.46 %
Helstrom error at counting energy: 5.0000e-10
best error with random phase: 1.0000e-09
N1 | counting error | Helstrom error | ratio
0.1 | 4.5242e-01 | 3.4576e-01 | 1.30848
1.0 | 1.8394e-01 | 1.0247e-01 | 1.79506
3.0 | 2.4894e-02 | 1.2606e-02 | 1.97479
10.0 | 2.2700e-05 | 1.1350e-05 | 1.99998
20.0 | 1.0306e-09 | 5.1529e-10 | 2.00000
EXAMPLE INPUTS (rough typical values)
wavelength: 1550 nm
bit rate: 10 Mb/s
gate: 1 ns
efficiency: 0.90
dark rate per wire: 100 1/s
wires in array: 16
extinction ratio: 30 dB
recovery time constant: 10 ns
filter width: 100 GHz
background temperature: 300 K
EXAMPLE RESULTS
photon energy: 0.7999 eV
ideal on-pulse energy: 16.022 eV
ideal average power: 12.84 pW = -78.92 dBm
average photons per bit (threshold k) with
  efficiency only: 11.128 (k=1)
  array dark counts only: 11.609 (k=2)
  leakage only: 15.424 (k=5)
  all, finite array: 20.224 (k=5)
average power, all: 25.92 pW = -75.86 dBm
leakage, Helstrom average photons: 10.321
leakage, nulled then counted, average: 10.691
leakage, on pulse for direct counting: 30.818 photons
Helstrom error at that on pulse: 7.03e-14
dark counts per gate, one wire: 1.0e-07
dark counts per gate, array: 1.6e-06
single wire, error floor from dark counts: 5.00e-08
single wire, least error with leakage: 3.94e-03
  reached at on pulse of 7.68 photons
background photons per gate: 7.3e-12
efficiency deficit at next bit: 4.5e-05
no test failed
```
